# Two time-ordered photon exchange graphs and the covariant propagator: verification in Python

```python
"""
Result under test: for electron-electron scattering p1 -> p1-k, p2 -> p2+k,
the two time-ordered one-photon graphs have the summed photon factor
    S = [1/(a-w) + 1/(-b-w)]/(2w),  a = E1-E1', b = E2'-E2, w = c|k|,
which equals 1/(q0^2-w^2) = 1/(c^2 q^2) when a = b = q0 (energy conserved).
With the instantaneous Coulomb term the full direct amplitude is
    V*T = -4 pi (rho1 rho2 - a1.a2)/q^2,  q^2 = (q0/c)^2 - k^2,
where rho = u'^+ u and a = u'^+ alpha u for Dirac spinors with u^+ u = 1.
Atomic units inside (Gaussian form, c = 1/fine-structure constant);
printed numbers are in eV and angstrom.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import simpson
from scipy.optimize import brentq

c = 1.0 / sc.fine_structure
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10

sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])
ALPHA = np.array([np.kron(sx, s) for s in (sx, sy, sz)])
BETA = np.kron(sz, np.eye(2))


def energy(p):
    return np.sqrt(c**2 * np.dot(p, p) + c**4)


def dirac_h(p):
    return c * np.einsum("i,ijk->jk", p, ALPHA) + BETA * c**2


def spinors(p):
    """Positive-energy spinors projected from rest spin up and down."""
    e = energy(p)
    u = ((dirac_h(p) + e * np.eye(4)) / (2 * e))[:, :2]
    return u / np.linalg.norm(u, axis=0)


def currents(p_out, p_in):
    uo, ui = spinors(p_out).conj().T, spinors(p_in)
    return uo @ ui, np.array([uo @ m @ ui for m in ALPHA])


def circular_polarizations(k):
    n = k / np.linalg.norm(k)
    helper = np.eye(3)[np.argmin(abs(n))]
    e1 = np.cross(helper, n)
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(n, e1)
    return [(e1 + s * 1j * e2) / np.sqrt(2) for s in (1, -1)]


def mode_norm2(w, volume=1.0):
    """Squared amplitude of one photon mode of the vector potential."""
    return 2 * np.pi * c**2 / (volume * w)


def denominators(p1, p2, k):
    """Initial energy minus energy of each intermediate state."""
    w = c * np.linalg.norm(k)
    e_init = energy(p1) + energy(p2)
    first = e_init - (energy(p1 - k) + energy(p2) + w)
    second = e_init - (energy(p1) + energy(p2 + k) + w)
    return first, second, w


def outer(x, y):
    return np.einsum("ab,cd->abcd", x, y)


def contract(v, cur):
    return np.einsum("i,iab->ab", v, cur)


def graph_amplitudes(p1, p2, k):
    """Coulomb term and the two photon graphs, each times the volume."""
    d1, d2, w = denominators(p1, p2, k)
    r1, a1 = currents(p1 - k, p1)
    r2, a2 = currents(p2 + k, p2)
    first = sum(outer(contract(e.conj(), a1), contract(e, a2))
                for e in circular_polarizations(k)) * mode_norm2(w) / d1
    second = sum(outer(contract(e, a1), contract(e.conj(), a2))
                 for e in circular_polarizations(-k)) * mode_norm2(w) / d2
    return 4 * np.pi * outer(r1, r2) / np.dot(k, k), first, second


def covariant_amplitude(p1, p2, k):
    r1, a1 = currents(p1 - k, p1)
    r2, a2 = currents(p2 + k, p2)
    q0 = energy(p1) - energy(p1 - k)
    q2 = (q0 / c)**2 - np.dot(k, k)
    dot = outer(r1, r2) - sum(outer(a1[i], a2[i]) for i in range(3))
    return -4 * np.pi * dot / q2


def conserve_energy(p1, p2_perp, k):
    """Add to p2_perp the component along k that conserves energy."""
    n = k / np.linalg.norm(k)
    q0 = energy(p1) - energy(p1 - k)

    def gap(z):
        p2 = p2_perp + z * n
        return energy(p2 + k) - energy(p2) - q0
    return p2_perp + brentq(gap, -2e4, 2e4, xtol=1e-11, rtol=1e-14) * n


def boost(p, beta):
    """Momentum of an electron seen from a frame moving at beta*c."""
    b2 = np.dot(beta, beta)
    g = 1 / np.sqrt(1 - b2)
    return p + ((g - 1) * np.dot(p, beta) / b2 - g * energy(p) / c) * beta


# Worked example: round momenta in 1/angstrom, converted to atomic units
p1_A = np.array([150.0, 0.0, 200.0])
k_A = np.array([0.0, 0.0, 100.0])
p2perp_A = np.array([-100.0, 0.0, 0.0])
p1, k, p2perp = p1_A * BOHR, k_A * BOHR, p2perp_A * BOHR
p2 = conserve_energy(p1, p2perp, k)
d1, d2, w = denominators(p1, p2, k)
q0 = energy(p1) - energy(p1 - k)
S1, S2 = 1 / (2 * w * d1), 1 / (2 * w * d2)
S_cov = 1 / (q0**2 - w**2)
assert abs((S1 + S2) / S_cov - 1) < 1e-10

# Level splitting of two degenerate states coupled through two photon states
g = 1e-3
H = np.zeros((4, 4))
H[2, 2], H[3, 3] = -d1 / w, -d2 / w
H[:2, 2:] = g
H[2:, :2] = g
levels = np.linalg.eigvalsh(H)
splitting = levels[1] - levels[0]
predicted = 2 * g**2 * abs(2 * w**2 * S_cov)
assert abs(splitting / predicted - 1) < 1e-4  # next order is about g^2

# Time integral over each ordering, in units where w = 1, damped by eta
x, eta = q0 / w, 0.05
wc = 1 - 1j * eta
t = np.linspace(0, 600, 120001)
later = simpson(np.exp(1j * (x - wc) * t) / (2 * wc), x=t)
earlier = simpson(np.exp(1j * (-x - wc) * t) / (2 * wc), x=t)
assert abs(later - 1j / (2 * wc * (x - wc))) < 1e-8
assert abs(earlier - 1j / (2 * wc * (-x - wc))) < 1e-8
assert abs(later + earlier - 1j / (x**2 - wc**2)) < 1e-8

# Mode normalization: one photon must add the field energy w
volume, kk = 7.0, np.linalg.norm(k)
low = np.diag(np.sqrt(np.arange(1, 6)), 1).astype(complex)
field_energy = np.zeros((6, 6), complex)
zs = np.arange(64) * 2 * np.pi / (64 * kk)
for z in zs:
    wave = low * np.exp(1j * kk * z) * np.sqrt(mode_norm2(w, volume))
    electric = 1j * (w / c) * (wave - wave.conj().T)
    magnetic = 1j * kk * (wave - wave.conj().T)
    field_energy += electric @ electric + magnetic @ magnetic
field_energy *= volume / (8 * np.pi * len(zs))
photon_energy = (field_energy[1, 1] - field_energy[0, 0]).real
assert abs(photon_energy / w - 1) < 1e-12

# Full amplitude, all spins, for the example and random non-coplanar cases
rng = np.random.default_rng(4)
cases = [(p1, p2, k)]
for _ in range(20):
    rp1, rk, rp = rng.normal(size=(3, 3)) * 80
    rp -= rk * np.dot(rp, rk) / np.dot(rk, rk)
    cases.append((rp1, conserve_energy(rp1, rp, rk), rk))
worst = 0.0
for c1, c2, ck in cases:
    r1, a1 = currents(c1 - ck, c1)
    r2, a2 = currents(c2 + ck, c2)
    ea = energy(c1) - energy(c1 - ck)
    eb = energy(c2 + ck) - energy(c2)
    wk = c * np.linalg.norm(ck)
    assert abs(ea) < wk
    for p in (c1, c2, c1 - ck, c2 + ck):
        assert np.allclose(dirac_h(p) @ spinors(p), energy(p) * spinors(p),
                           rtol=0, atol=1e-10 * energy(p))
    assert np.allclose(ea * r1, c * contract(ck, a1), rtol=0, atol=1e-10 * wk)
    assert np.allclose(eb * r2, c * contract(ck, a2), rtol=0, atol=1e-10 * wk)
    total = sum(graph_amplitudes(c1, c2, ck))
    cov = covariant_amplitude(c1, c2, ck)
    worst = max(worst, np.max(abs(total - cov)) / np.max(abs(cov)))
assert worst < 1e-9

# Boost to the centre-of-mass frame
beta = c * (p1 + p2) / (energy(p1) + energy(p2))
p1c, p2c, p1fc = boost(p1, beta), boost(p2, beta), boost(p1 - k, beta)
kc = p1c - p1fc
assert np.linalg.norm(p1c + p2c) < 1e-9 * np.linalg.norm(p1c)
assert np.allclose(boost(p2 + k, beta), p2c + kc, rtol=0, atol=1e-8)
d1c, d2c, w_c = denominators(p1c, p2c, kc)
S1c, S2c = 1 / (2 * w_c * d1c), 1 / (2 * w_c * d2c)
assert abs((S1c + S2c) / (S1 + S2) - 1) < 1e-9
assert abs(S1c / (S1c + S2c) - 0.5) < 1e-9
share = S1 / (S1 + S2)
assert abs(share - (w + q0) / (2 * w)) < 1e-10
assert abs(share - 0.5) > 0.05


def invariant_square(a, b, kv):
    amp = sum(graph_amplitudes(a, b, kv))
    es = energy(a) * energy(b) * energy(a - kv) * energy(b + kv)
    return np.sum(abs(amp)**2) * es


ratio_inv = invariant_square(p1c, p2c, kc) / invariant_square(p1, p2, k)
assert abs(ratio_inv - 1) < 1e-8

# Energy not conserved: p2 has no component along k
o1, o2, _ = denominators(p1, p2perp, k)
b_off = energy(p2perp + k) - energy(p2perp)
S_off = (1 / o1 + 1 / o2) / (2 * w)
S_gen = (2 * w + b_off - q0) / (2 * w * (q0 - w) * (b_off + w))
S_b = 1 / (b_off**2 - w**2)
assert abs(S_off / S_gen - 1) < 1e-10
assert abs(S_off / S_cov - 1) > 1e-2 and abs(S_off / S_b - 1) > 1e-2

# Spin up -> up on both electrons
AMP = HARTREE * BOHR**3
parts = [m[0, 0, 0, 0] for m in graph_amplitudes(p1, p2, k)]
cov_up = covariant_amplitude(p1, p2, k)[0, 0, 0, 0]
assert max(abs(v.imag) for v in parts) < 1e-10 * abs(cov_up)
coul, amp1, amp2 = [v.real * AMP for v in parts]


def show(label, value, unit, fmt=".6g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


print("p1 (1/angstrom):", p1_A)
print("k (1/angstrom):", k_A)
show("p2x", p2perp_A[0], "1/angstrom")
show("p2z from energy conservation", p2[2] / BOHR, "1/angstrom")
for name, p in (("E1", p1), ("E1'", p1 - k), ("E2", p2), ("E2'", p2 + k)):
    show(name + " (with rest energy)", energy(p) * HARTREE, "eV", ".1f")
show("photon energy w", w * HARTREE, "eV", ".1f")
show("energy transfer q0", q0 * HARTREE, "eV", ".1f")
show("denominator, electron 1 emits", d1 * HARTREE, "eV", ".1f")
show("denominator, electron 2 emits", d2 * HARTREE, "eV", ".1f")
show("photon factor, electron 1 emits", S1 / HARTREE**2, "eV^-2", ".5e")
show("photon factor, electron 2 emits", S2 / HARTREE**2, "eV^-2", ".5e")
show("sum of the two factors", (S1 + S2) / HARTREE**2, "eV^-2", ".5e")
show("covariant 1/(q0^2-w^2)", S_cov / HARTREE**2, "eV^-2", ".5e")
show("q^2", ((q0 / c)**2 - np.dot(k, k)) / BOHR**2, "angstrom^-2", ".2f")
show("share of first graph, given frame", share, "", ".5f")
show("share of first graph, CM frame", S1c / (S1c + S2c), "", ".5f")
show("photon energy w in CM frame", w_c * HARTREE, "eV", ".1f")
show("sum of factors in CM frame", (S1c + S2c) / HARTREE**2, "eV^-2", ".5e")
show("CM frame speed / c", np.linalg.norm(beta), "", ".5f")
show("V*T Coulomb term", coul, "eV angstrom^3", ".6e")
show("V*T electron 1 emits", amp1, "eV angstrom^3", ".6e")
show("V*T electron 2 emits", amp2, "eV angstrom^3", ".6e")
show("V*T sum of three", coul + amp1 + amp2, "eV angstrom^3", ".6e")
show("V*T covariant formula", cov_up.real * AMP, "eV angstrom^3", ".6e")
show("worst relative error, 21 cases x 16 spins", worst, "", ".1e")
show("four-state splitting / prediction", splitting / predicted, "", ".7f")
show("mismatch case p2z=0: b", b_off * HARTREE, "eV", ".1f")
show("mismatch case: final minus initial energy",
     (b_off - q0) * HARTREE, "eV", ".1f")
show("mismatch case: sum of factors", S_off / HARTREE**2, "eV^-2", ".5e")
show("mismatch case: 1/(a^2-w^2)", S_cov / HARTREE**2, "eV^-2", ".5e")
show("mismatch case: 1/(b^2-w^2)", S_b / HARTREE**2, "eV^-2", ".5e")
print("all assertions hold")
```

It prints:

```
p1 (1/angstrom): [150.   0. 200.]
k (1/angstrom): [  0.   0. 100.]
p2x: -100 1/angstrom
p2z from energy conservation: 89.3861 1/angstrom
E1 (with rest energy): 710269.0 eV
E1' (with rest energy): 622630.1 eV
E2 (with rest energy): 575472.7 eV
E2' (with rest energy): 663111.6 eV
photon energy w: 197327.0 eV
energy transfer q0: 87638.9 eV
denominator, electron 1 emits: -109688.1 eV
denominator, electron 2 emits: -284965.9 eV
photon factor, electron 1 emits: -2.31006e-11 eV^-2
photon factor, electron 2 emits: -8.89182e-12 eV^-2
sum of the two factors: -3.19925e-11 eV^-2
covariant 1/(q0^2-w^2): -3.19925e-11 eV^-2
q^2: -8027.48 angstrom^-2
share of first graph, given frame: 0.72207
share of first graph, CM frame: 0.50000
photon energy w in CM frame: 176797.5 eV
sum of factors in CM frame: -3.19925e-11 eV^-2
CM frame speed / c: 0.45071
V*T Coulomb term: 1.773032e-02 eV angstrom^3
V*T electron 1 emits: 2.320836e-03 eV angstrom^3
V*T electron 2 emits: 8.933282e-04 eV angstrom^3
V*T sum of three: 2.094449e-02 eV angstrom^3
V*T covariant formula: 2.094449e-02 eV angstrom^3
worst relative error, 21 cases x 16 spins: 6.5e-15
four-state splitting / prediction: 0.9999926
mismatch case p2z=0: b: 34458.1 eV
mismatch case: final minus initial energy: -53180.8 eV
mismatch case: sum of factors: -3.40326e-11 eV^-2
mismatch case: 1/(a^2-w^2): -3.19925e-11 eV^-2
mismatch case: 1/(b^2-w^2): -2.64897e-11 eV^-2
all assertions hold
```
